# Reversible midpoint integration of a bounded memristor state versus explicit clipping

A memristor state confined to $0<x<1$ can be integrated without any clipping. Pass to the coordinate $u=\ln[x/(1-x)]$ and advance it with the implicit midpoint rule

$$u_{1}=u_0+\frac{\kappa}{\rho\big(x(\bar u)\big)},\qquad \bar u=\frac{u_0+u_1}{2},\qquad x(u)=\frac{1}{1+e^{-u}},$$

where $\kappa$ is the scaled voltage of the step and $\rho$ the scaled resistance, both defined below. Every real $u$ gives an $x$ inside the interval. Under a sinusoidal voltage sampled at mid-step, with the steps placed symmetrically about the voltage zeros and small enough for a unique solution, the rule brings the state back to its starting value after each period, apart from rounding and solver error, and its switching-phase error is of second order in the time step.

In the example treated here, with 40 steps per period, the switching phase is wrong by $0.05^\circ$. Explicit Euler with clipping is wrong by up to $59^\circ$, and once it has reached the clipping limit it forgets its initial state within one period.

## The model and its exact solution

The resistance interpolates linearly between a conducting value $R_{\rm on}$ at $x=1$ and a larger value $R_{\rm off}$ at $x=0$. The state moves in proportion to the current, reduced by a window that vanishes at both ends:

$$R(x)=R_{\rm on}x+R_{\rm off}(1-x),\qquad \frac{dx}{dt}=4k\,\frac{v(t)}{R(x)}\,x(1-x).$$

The factor 4 makes the window $4x(1-x)$ equal to one at its maximum. The constant $k$ is an inverse charge, and SI units are used because this is a circuit problem. A state speed proportional to the current is a simplification: in many real devices it depends on voltage in a strongly nonlinear way, so the numbers below describe this model and not a particular device. The voltage is prescribed, $v=V\sin\omega t$. With $r=R_{\rm off}/R_{\rm on}>1$, write

$$R(x)=R_{\rm on}\,\rho(x),\qquad \rho(x)=r-(r-1)x,\qquad 1<\rho<r .$$

Since $du/dx=1/x+1/(1-x)=1/[x(1-x)]$, the chain rule cancels the window:

$$\frac{du}{dt}=\frac{1}{x(1-x)}\frac{dx}{dt}=\frac{4k\,v(t)}{R_{\rm on}\,\rho(x(u))}.$$

The speed of $u$ is finite, so $u$ stays finite at finite times and the exact $x$ never reaches 0 or 1.

This equation separates. Define

$$G(u)=r\,u-(r-1)\ln(1+e^{u}).$$

Because $d\ln(1+e^u)/du=e^u/(1+e^u)=x$, we have $dG/du=r-(r-1)x=\rho$. Hence $dG/dt=\rho\,du/dt=4kv/R_{\rm on}$, and integration of the sine gives

$$G(u(t))=G(u_0)+A(1-\cos\omega t),\qquad A=\frac{4kV}{\omega R_{\rm on}}.$$

$G$ increases with $u$, so this fixes the state uniquely. The state depends on time through the accumulated flux alone and is therefore periodic.

The device switches when $x=1/2$, that is $u=0$. The upward and downward switching phases in a period are

$$\cos\theta_{\rm up}=1-\frac{G(0)-G(u_0)}{A},\qquad \theta_{\rm down}=2\pi-\theta_{\rm up},$$

provided $0<G(0)-G(u_0)<2A$. Phase error below means numerical minus exact switching phase, so a positive value is late. The numerical crossing between two time steps is located by cubic Hermite interpolation in $x$, with slopes taken from the model equation.

## What goes wrong with explicit clipping

Let $h$ be the time step and let

$$\kappa=\frac{4k\,h\,v}{R_{\rm on}}$$

be the step drive, with $v$ taken at the middle of the step. All methods below receive the same values of $\kappa$, so their differences come from the state update alone. Explicit Euler in $x$ reads

$$x_1=x+\kappa\,\frac{x(1-x)}{\rho(x)}.$$

Subtracting from one and taking out the factor $1-x$ gives

$$1-x_1=(1-x)\left[1-\frac{\kappa x}{\rho(x)}\right].$$

The state overshoots the upper boundary when $\kappa x>r-(r-1)x$, that is when

$$x>\frac{r}{\kappa+r-1}.$$

This threshold lies below one if and only if $\kappa>1$. At the lower boundary $x_1=x[1+\kappa(1-x)/\rho]$, which is negative for $\kappa<0$ when $|\kappa|(1-x)>\rho=r(1-x)+x$. That requires $|\kappa|>r$. The conducting end is thus the first to fail, because the current is largest there.

The usual repair puts an offending value back on the boundary. If that boundary is $x=1$ itself, the window vanishes there, the rate is zero for every later voltage, and the device is latched for good.

A guard $\delta$, with $x$ restricted to $[\delta,1-\delta]$, avoids the latch but not the loss of information. Suppose the state sits at $1-x=\delta$ and the next step has $\kappa>0$. The bracket above is then less than one, so the new distance from the boundary is less than $\delta$, possibly negative, and clipping restores it to $\delta$. The state therefore remains on the guard until the voltage reverses. All histories that touched the guard in this half-period leave it together and are identical afterwards. Clipping maps many states to one, and no later step can separate them.

The return from the guard is also too slow. Near $x=1$ we have $\rho\approx1$, so for negative voltage the distance $1-x$ should grow by $e^{|\kappa|}$ per step, while Euler multiplies it by $1+|\kappa|$. For $|\kappa|=2.5$ these factors are 12.2 and 3.5.

## Why one repair is not enough

**Implicit midpoint in $x$.** An implicit rule alone does not enforce the bounds. Let $e=1-x$ be small. To first order in $e$ the midpoint rule in $x$ is

$$e_1=e_0-\kappa\,\frac{e_0+e_1}{2}\quad\Longrightarrow\quad e_1=\frac{1-\kappa/2}{1+\kappa/2}\,e_0 .$$

The factor is negative for $\kappa>2$. At $\kappa=2.5$ it is $-0.25/2.25=-0.111$. Solving the full nonlinear step from $x=0.999$ gives $x_1=1.00011$ and a factor of $-0.109$: the state has left the interval.

**Explicit Euler in $u$.** The new coordinate alone enforces the bounds but not the periodicity. Take a step with $\kappa>0$ from $u_0$ to $u_1=u_0+\kappa/\rho(x(u_0))$, followed by one with $-\kappa$. The second step moves down by $\kappa/\rho(x(u_1))$. Since $1/\rho$ increases with $u$, this is more than the first step moved up, and the pair ends below $u_0$. The state drifts towards the insulating end although the net flux is zero.

The two faults are separate. The coordinate deals with the boundary, and a rule that undoes itself when the voltage is reversed deals with the drift.

## The midpoint rule in the new coordinate

**Solvability.** The unknown $u_1$ is a fixed point of

$$\Phi(w)=u_0+\frac{\kappa}{\rho\big(x(\tfrac{u_0+w}{2})\big)} .$$

$\Phi$ is continuous and, because $1/r<1/\rho<1$, bounded. A solution therefore exists for every $\kappa$. For uniqueness we need the slope of $1/\rho$. With $d\rho/du=-(r-1)x(1-x)$,

$$\frac{d}{du}\frac1\rho=\frac{(r-1)\,x(1-x)}{\rho^2}.$$

Set $p=r(1-x)$ and $q=x$. Then $\rho=p+q$ and $x(1-x)=pq/r$, so

$$\frac{d}{du}\frac1\rho=\frac{r-1}{r}\,\frac{pq}{(p+q)^2}\le\frac{r-1}{4r}.$$

Equality holds for $p=q$, that is $x/(1-x)=r$ or $u=\ln r$. The average in $\bar u$ contributes another factor $1/2$, and therefore

$$|\Phi'(w)|\le\frac{|\kappa|(r-1)}{8r}.$$

If $|\kappa|<8r/(r-1)$, the map is a contraction: the solution is unique and simple iteration finds it from any starting value. The condition is sufficient, not necessary. For $\kappa<0$, for instance, $\Phi$ decreases, so $w-\Phi(w)$ increases and has one zero whatever the size of $\kappa$, though simple iteration may then fail to converge.

**Return after one period.** Rewriting the step as

$$u_0=u_1-\frac{\kappa}{\rho(x(\bar u))}$$

shows that $u_0$ is a midpoint result obtained from $u_1$ with drive $-\kappa$, because $\bar u$ does not change when its two ends are exchanged. For $|\kappa|<8r/(r-1)$, assumed from here on, it is the only one.

Divide the period into an even number $N$ of steps, and let $\kappa_n$ drive the step from $u_n$ to $u_{n+1}$. The mid-step phases are $2\pi(n+\tfrac12)/N$, and $\sin(2\pi-\theta)=-\sin\theta$ gives $\kappa_{N-1-n}=-\kappa_n$. The first step after half a period thus has the opposite drive to the last step before it and undoes it, the next step undoes the one before, and so on:

$$u_{N-n}=u_n,\qquad u_N=u_0 .$$

The numerical curve has the same mirror symmetry about half a period as the exact one. Its two switching-phase errors are therefore equal and opposite, and they do not accumulate from cycle to cycle.

**Phase error.** Periodicity does not make the switching time exact. To find the error, follow $G$ through one step of length $\Delta=u_1-u_0$. Expanding $\rho$ about $\bar u$, the odd term integrates to zero:

$$G(u_1)-G(u_0)=\int_{u_0}^{u_1}\!\rho\,du=\rho(\bar u)\,\Delta+\frac{\Delta^3}{24}\frac{d^2\rho}{du^2}\Big|_{\bar u}+\dots$$

The first term is $\kappa$ by the definition of the rule. Let $\eta=\omega h=2\pi/N$, so that $\kappa_j=A\eta\sin[(j+\tfrac12)\eta]$. The identity $2\sin\tfrac{\eta}{2}\,\sin[(j+\tfrac12)\eta]=\cos j\eta-\cos(j+1)\eta$ makes the sum telescope:

$$\sum_{j=0}^{n-1}\kappa_j=A(1-\cos n\eta)\,\frac{\eta/2}{\sin(\eta/2)}\approx A(1-\cos n\eta)\left(1+\frac{\eta^2}{24}\right).$$

To leading order the error of $G$ at phase $\theta$ is then

$$\delta G=\frac{\eta^2}{24}A(1-\cos\theta)+\frac1{24}\sum\Delta^3\,\frac{d^2\rho}{du^2},\qquad \delta\theta=-\frac{\delta G}{A\sin\theta}.$$

The minus sign appears because a state that is ahead in $G$ reaches $u=0$ early on the upward sweep. Each $\Delta$ is proportional to $h$ and the number of steps to $1/h$, so both terms of $\delta G$ are of order $h^2$.

## A worked comparison

Take the round values $R_{\rm on}=1$ kΩ, $R_{\rm off}=10$ kΩ, $k=2.5\times10^6$ C$^{-1}$, $V=1$ V, a frequency of 100 Hz and $x_0=0.10$. Then $r=10$ and

$$A=\frac{4(2.5\times10^6)(1)}{(2\pi\cdot100)(1000)}=15.92 .$$

The initial coordinate is $u_0=\ln(1/9)=-2.197$, and

$$G(u_0)=10(-2.197)-9\ln(10/9)=-22.92,\qquad G(0)=-9\ln2=-6.24 .$$

The exact upward switching phase follows from $\cos\theta_{\rm up}=1-16.68/15.92=-0.048$, so $\theta_{\rm up}=92.76^\circ$ and $\theta_{\rm down}=267.24^\circ$. At half period the exact state comes within $1.35\times10^{-4}$ of the upper boundary. The guard $\delta=10^{-6}$ lies outside this range, so it would not touch the exact solution. Direct high-accuracy integration of the circuit equation agrees with the flux law to $5\times10^{-10}$ in $x$.

With 40 steps per period, $h=0.25$ ms and the peak drive is $\kappa=2.5$. Euler can then overshoot from $x>10/11.5=0.870$. The lower boundary is safe, since $2.5<r$. The midpoint rule is well inside its uniqueness limit $80/9=8.89$, with a contraction factor of at most $2.5/8.89=0.28$.

Over ten periods the results are as follows.

| Method | Violations in 400 steps | Phase error, cycle 1 (up / down) | Phase error, cycle 10 (up / down) |
|---|---|---|---|
| Midpoint in $u$ | 0 | $-0.05^\circ$ / $+0.05^\circ$ | $-0.05^\circ$ / $+0.05^\circ$ |
| Clipped Euler in $x$ | 83 | $+5.4^\circ$ / $+58.8^\circ$ | $-57.3^\circ$ / $+58.8^\circ$ |
| Clipped explicit midpoint in $x$ | 0 | $+0.2^\circ$ / $-6.9^\circ$ | $+14.1^\circ$ / $-14.5^\circ$ |

A violation is an update that lies outside $[0,1]$ before clipping. The largest one is 0.026. In time, the first downward switch is late by 1.3 µs for the midpoint rule in $u$ and by 1.63 ms for clipped Euler, out of a period of 10 ms.

**Clipped Euler.** The long downward delay has the two causes found above. At voltage reversal the state sits at $1-x=10^{-6}$ instead of $1.35\times10^{-4}$, which is $\ln135=4.9$ too far in $u$, and it then leaves the boundary too slowly. The causes reinforce each other: the exact flow started from the guard would be $18^\circ$ late, Euler started from the exact half-period state $15^\circ$ late, and the two together give $59^\circ$. The period ends at $x=0.384$ instead of 0.10.

This explains why the upward error changes sign later. For $x=0.384$ one has $u=-0.471$ and $G=-9.08$, so only $9.08-6.24=2.84$ is needed to switch. The flux law then gives $\cos\theta=1-2.84/15.92=0.822$ and $\theta=34.7^\circ$, which is $58^\circ$ early. The simulation gives $57.3^\circ$.

For histories that reach the guard, the loss of memory is complete. Starts at $x_0=0.10$ and $x_0=0.12$ both end the first period at 0.384375, and the two values were tested to be identical. The midpoint rule returns 0.10 and 0.12. Euler with 400 steps, where $\kappa\le0.25$ and no clipping occurs, ends at 0.106 and 0.133: inaccurate, but still distinct. Clipping, not Euler's truncation error by itself, merges the histories. With clipping at exactly 0 and 1, the run ends latched at $x=1$.

**Clipped explicit midpoint.** This control has second order like the proposed rule, and here it produces no violation at all. Near $x=1$ it multiplies the distance $e$ by

$$1-\kappa+\frac{\kappa^2}{2}=\frac{(1-\kappa)^2+1}{2}>0,$$

so the completed step does not cross the boundary there. Its inner half step, with factor $1-\kappa/2$, can cross for $\kappa>2$, although in this run it does not. Yet a pair of steps with $\kappa$ and $-\kappa$ multiplies $e$ by

$$\left(1+\frac{\kappa^2}{2}\right)^2-\kappa^2=1+\frac{\kappa^4}{4}>1 .$$

Near $x=1$ each such pair therefore leaves the state too far from the conducting end. Further from that boundary a pair can err the other way, so this estimate alone does not fix the net drift. In the run the downward switch comes early, and the end-of-period state drifts to 0.084 after one period and 0.068 after ten. A count of boundary violations would not have revealed this fault. Explicit Euler in $u$ also respects the bounds and drifts, to 0.064 and 0.017.

**Midpoint in $u$.** The state returns to within $10^{-14}$ in $u$. With 16 steps per period the return is equally good. The voltage-sum part of the phase error can be evaluated by hand. With $\eta=2\pi/40=0.157$,

$$-\frac{\eta^2}{24}\,\frac{16.68}{15.92\,\sin92.76^\circ}=-1.08\times10^{-3}\ \text{rad}=-0.062^\circ .$$

The simulated error is $-0.047^\circ$, and the curvature term contributes $+0.016^\circ$ at leading order. These figures need an interpolation of higher than second order: linear interpolation in $u$ between the steps adds its own $h^2$ error and gives $-0.22^\circ$. The curvature term acts the other way: $d^2\rho/du^2=-(r-1)x(1-x)(1-2x)$ is negative for $x<1/2$, which reduces $\delta G$. On going from 400 to 800 steps the upward phase error falls by a factor of 4.00, against 2.00 for Euler, as expected for second and first order.

## Where the design holds and where it does not

Staying in bounds is not the same as being accurate. The midpoint rule gives an admissible state at any $\kappa$, and below the uniqueness limit a periodic one under the symmetric drive used here, but its switching phase may be poor, and the step should be chosen from the phase error. Above the limit a step with $\kappa>0$ can have several solutions, and the return to the starting state is no longer guaranteed. In the limit $r\to1$, whatever the size of $\kappa$, the resistance is constant, $\rho=1$, each step gives $\Delta=\kappa$, and the voltage-sum error alone remains.

The exact return rests on a prescribed voltage that is antisymmetric about half a period and on steps that share this symmetry. In the example the loss from a shifted grid is small: a shift by a quarter step gives a drift of $3\times10^{-6}$ in $u$ per period with 40 steps. If the memristor sits in a larger circuit, $v$ depends on other unknowns, and the argument must be repeated for the whole system. The bounds still hold, because they come from the coordinate.

The coordinate suits windows with simple zeros at 0 and 1, for which window$/[x(1-x)]$ stays finite. Without a window, the physical state can reach the boundary in finite time, $u$ then diverges, and a real stopping condition is needed.

In double precision, $x$ computed from $u$ rounds to 1 once $u$ exceeds about 37. Storing $u$, and computing $1-x$ as $1/(1+e^{u})$, preserves the small distance that carries the memory. The numerical output below gives the values to more digits.

## Table of computed values

```
R_on, R_off: 1000, 10000 ohm; ratio r = 10
drift constant k: 2.50e+06 1/C
peak voltage: 1.0 V; frequency: 100 Hz
initial state: 0.10; clipping guard: 1e-06
steps per period: 40; periods: 10
time step: 0.250 ms
flux amplitude A (dimensionless): 15.9155
u at start: -2.1972; G at start: -22.9205
G at x=1/2: -6.2383
exact largest x: 0.9998652; 1-x there: 1.348e-04
flux law vs ODE, largest x difference: 5.0e-10
exact switching phases up, down: 92.7611, 267.2389 deg
largest slope of 1/rho: 0.22500; bound: 0.22500
peak step drive kappa: 2.500; uniqueness limit: 8.889
contraction bound at peak: 0.2812
Euler violation threshold in x at peak: 0.86957
implicit midpoint in x, from 0.999: 1.0001089
boundary-distance factor: -0.1089; linear: -0.1111
midpoint u: violations 0, return error in u 8.9e-15
midpoint u: mirror-symmetry error in u 3.6e-15
midpoint u, 16 steps/period: return error in u 4.4e-16
clipped Euler: violations 83 of 400, largest overshoot 2.618e-02
clipped explicit midpoint: violations 0, largest overshoot 0.000e+00
Euler clipped at exactly 0 and 1: final x 1.0
midpoint u, cycle 1: phase error up -0.0465, down +0.0465 deg
midpoint u, cycle 10: phase error up -0.0465, down +0.0465 deg
clipped Euler, cycle 1: phase error up +5.3516, down +58.7702 deg
clipped Euler, cycle 10: phase error up -57.3284, down +58.7702 deg
clipped expl. midpoint, cycle 1: phase error up +0.2165, down -6.9197 deg
clipped expl. midpoint, cycle 10: phase error up +14.0645, down -14.4539 deg
cycle 1 down-switch time error: midpoint u +1.29 us, clipped Euler +1632.5 us
midpoint u: x after 1 and 10 periods: 0.100000, 0.100000
clipped Euler: x after 1 and 10 periods: 0.384375, 0.384375
clipped expl. midpoint: x after 1 and 10 periods: 0.083633, 0.068499
Euler in u: x after 1 and 10 periods: 0.063606, 0.016747
starts 0.10, 0.12; x after one period:
  clipped Euler, 40 steps: 0.384375, 0.384375
  midpoint u, 40 steps: 0.100000, 0.120000
  Euler, 400 steps, no clipping: 0.105613, 0.132868
400 steps, up-phase error: midpoint u -4.541e-04, Euler +5.389e-01 deg
800 steps, up-phase error: midpoint u -1.136e-04, Euler +2.695e-01 deg
error ratio on halving the step: midpoint u 3.999, Euler 1.999
```
